# Why Si(001) Steps Keep Pace Despite Alternating Fast and Slow Diffusion

On a stepped Si(001) surface, adatoms cross one terrace quickly and the next slowly. Under growth, on terraces of similar width, the adatom density rises much further above its edge value on the slow terraces than on the fast ones. If this excess density is read as a measure of supply, or the diffusivity as a measure of delivery, two wrong conclusions follow: that the growth speed depends on the diffusion barriers, and that the contrast in mobility is enough to make one kind of step catch the other. Step pairing would then be blamed on anisotropic diffusion alone, and the part that the conditions at the step edges play would be missed. The solvable model below shows what diffusion decides, what it leaves alone, and which further ingredients let it matter.

## The staircase

Let the surface descend toward $+x$ in steps one atomic layer high, with straight edges along $y$. Adatoms on Si(001) move fast along the dimer rows and slowly across them, and the row direction turns by 90° from one terrace to the next. The diffusivity along $x$ therefore alternates between $D_s$, where the rows are parallel to the edges, and $D_f$, where they are perpendicular. The terrace widths are $l_s$ and $l_f$, repeated with period two.

A step of type $S_A$ has the slow terrace above it and the fast terrace below. A step of type $S_B$ has the reverse. Hence the left, ascending edge of a slow terrace is an $S_B$ step and its right, descending edge is an $S_A$ step.

Atoms arrive with uniform flux $F$ per area and time. Three assumptions define the basic case:

- Nothing desorbs, and adatoms do not form islands.
- Every edge exchanges atoms so readily that it holds the adatom density beside it at one common value $c_0$. Perfect absorption must include this equality between $S_A$ and $S_B$.
- The density adjusts so fast that the steps can be treated as standing still while it is computed. This is the quasi-static limit.

Let $\rho$ be the density in excess of $c_0$. Straight edges and uniform flux make it independent of $y$, so diffusion along the edges carries no net current.

## Where the diffusivity cancels

On a terrace of width $l$ and diffusivity $D$, with $x$ measured from its left edge, the steady balance is

$$D\rho''+F=0,\qquad \rho(0)=\rho(l)=0 .$$

Integrating twice gives $\rho=-Fx^2/(2D)+bx+c$. The left condition gives $c=0$, and the right one gives $b=Fl/(2D)$. Therefore

$$\rho(x)=\frac{F}{2D}\,x(l-x),\qquad \rho_{\max}=\rho(l/2)=\frac{Fl^2}{8D}.$$

The density is inversely proportional to $D$. Its slope is $\rho'=F(l-2x)/(2D)$, so the currents per edge length into the two edges are

$$J_L=D\rho'(0)=\frac{Fl}{2},\qquad J_R=-D\rho'(l)=\frac{Fl}{2}.$$

The minus sign in $J_R$ appears because atoms reaching the right edge travel toward $+x$, down the density gradient. Slow diffusion raises the density until the steeper slope makes up for the smaller $D$.

If $\Omega$ is the area per atom in a layer, a step that advances by $\delta$ uses $\delta/\Omega$ atoms per edge length. Its speed is $\Omega$ times the current from both sides:

$$v_A=\Omega\,(J_R^{s}+J_L^{f})=\frac{\Omega F}{2}(l_s+l_f),$$

$$v_B=\Omega\,(J_R^{f}+J_L^{s})=\frac{\Omega F}{2}(l_f+l_s).$$

The speeds are equal for any ratio $D_f/D_s$, even when $l_s\ne l_f$. Since the slow terrace widens at the rate $v_A-v_B=0$, its width is frozen: the steps neither pair nor even out their spacing.

Period two matters here. In a general train the step between terraces $n$ and $n+1$ has speed $v_n=\Omega F(l_n+l_{n+1})/2$. Equality of $v_n$ and $v_{n+1}$ requires $l_n=l_{n+2}$. At $\Omega F=0.05$ s$^{-1}$, a repeating train of widths 10, 20, 30 and 16 nm has step speeds 0.750, 1.250, 1.150 and 0.650 nm/s. Those differences come from the widths, not from the alternating mobility.

## What one atom knows

The cancellation has a direct meaning for a single atom. Let it hop left or right with equal probability, by a distance $a$. The probability $p(x)$ that it reaches the right edge first satisfies

$$p(x)=\tfrac12[p(x-a)+p(x+a)],\qquad p(0)=0,\quad p(l)=1,$$

whose solution is $p=x/l$. No hop rate appears. Averaged over uniform landing positions, $p$ is one half.

The rate enters the waiting time. For hop rate $\Gamma$ in each direction, $D=\Gamma a^2$, and one hop takes on average $1/(2\Gamma)=a^2/(2D)$. The mean capture time $T(x)$ obeys

$$T(x)=\frac{a^2}{2D}+\tfrac12[T(x-a)+T(x+a)],\qquad T(0)=T(l)=0.$$

The function $T=x(l-x)/(2D)$ solves this, because the average of its two neighbouring values is $T(x)-a^2/(2D)$. Its terrace average is

$$\bar T=\frac1l\int_0^l\frac{x(l-x)}{2D}\,dx=\frac{1}{2Dl}\left(\frac{l^3}{2}-\frac{l^3}{3}\right)=\frac{l^2}{12D}.$$

In a steady state the mean density is arrival rate times residence time, $\bar\rho=F\bar T$. Mobility decides how long atoms stay. The mirror symmetry of the terrace decides how they are shared. Each step has one slow and one fast neighbour and takes half the supply of each.

## Numbers for silicon

Take growth from an atomic beam at 900 K, where $kT=0.07756$ eV, with 0.05 monolayer/s on a surface miscut by 0.3°. With $\Omega=0.1475$ nm$^2$, the flux is $F=0.05/0.1475=0.339$ atoms/(nm$^2$ s). The step height of 0.1358 nm gives equal terraces of width $l=0.1358/\tan0.3^\circ=25.93$ nm.

Rough barriers of 0.7 eV along the rows and 1.0 eV across them, a rough attempt rate of $10^{13}$ s$^{-1}$ and a hop length of 0.384 nm in both directions give $D_f=1.77\times10^8$ and $D_s=3.71\times10^6$ nm$^2$/s, a ratio of about 48. The peak densities follow:

$$\rho_{\max}^{s}=\frac{0.339\times25.93^2}{8\times3.71\times10^6}\approx7.7\times10^{-6}\ \text{nm}^{-2},$$

$$\rho_{\max}^{f}\approx1.6\times10^{-7}\ \text{nm}^{-2}.$$

Yet each terrace sends $0.339\times25.93/2=4.40$ atoms/(nm s) to each edge. Both steps advance at

$$v=0.1475\times(4.40+4.40)\approx1.30\ \text{nm/s}=4.67\ \mu\text{m/h}.$$

With the total width held fixed but divided into 15.56 nm (slow) and 36.30 nm (fast), a numerical solution of the diffusion equation again gives 1.2965 nm/s for both steps.

The mean capture times are 15 µs on the slow terrace and 0.32 µs on the fast one, while a step needs 20 s to advance by one terrace width. For perfectly absorbing edges the quasi-static limit is well satisfied.

## Desorption alone does not separate the steps

Let adatoms evaporate after a mean lifetime $\tau$. For $c_0=0$ the balance becomes $D\rho''-\rho/\tau+F=0$. With $\lambda=\sqrt{D\tau}$, the solution that vanishes at both edges is

$$\rho=F\tau\left[1-\frac{\cosh((x-l/2)/\lambda)}{\cosh(l/2\lambda)}\right].$$

Its slope at the left edge is $(F\tau/\lambda)\tanh(l/2\lambda)$. Multiplying by $D$ and using $D\tau=\lambda^2$ gives

$$J_L=J_R=F\lambda\tanh\frac{l}{2\lambda}.$$

A nonzero common $c_0$ replaces $F$ by $F-c_0/\tau$ and leaves the symmetry intact. Both steps therefore move at

$$v=\Omega F\left[\lambda_s\tanh\frac{l_s}{2\lambda_s}+\lambda_f\tanh\frac{l_f}{2\lambda_f}\right]$$

when $c_0=0$. Absence of desorption is thus not needed for equal speeds; it is what removes $D$ from their common value. For $\lambda\gg l$, $\tanh u\approx u$ restores the earlier result. For $\lambda\ll l$, each edge collects from a strip of width about $\lambda$, and mobility and lifetime together set the collected share of the flux.

As an illustration, an artificially short lifetime of $10^{-4}$ s gives $\lambda_s=19.25$ nm and $\lambda_f=133.2$ nm. Both speeds fall to 1.21 nm/s. With a rough desorption barrier of 3 eV instead, and still with $c_0=0$, the fraction lost on the slow terrace is about $\bar T/\tau=2\times10^{-9}$. A nonzero edge density adds $c_0/(F\tau)$, which is about $3\times10^{-6}$ for $10^{-3}$ monolayer and still negligible.

## How imperfect edges let diffusion back in

Now return to no desorption and let the edges attach atoms at finite rates, $J_L=k_L\rho(0)$ and $J_R=k_R\rho(l)$. Define the lengths $d_L=D/k_L$ and $d_R=D/k_R$. The left condition gives $\rho(0)=J_Ld_L/D$, and the density is

$$\rho(x)=\frac{J_Ld_L}{D}+\frac{J_Lx}{D}-\frac{Fx^2}{2D}.$$

Conservation requires $J_R=Fl-J_L$, so the right condition reads $\rho(l)=(Fl-J_L)d_R/D$. Setting $x=l$ and multiplying by $D$,

$$J_L(d_L+l)-\frac{Fl^2}{2}=(Fl-J_L)d_R.$$

Collecting the terms in $J_L$ yields

$$J_L=Fl\,\frac{l/2+d_R}{l+d_L+d_R}.$$

If $k_L=k_R$, the share is one half, however small the common $k$. Perfect absorption is sufficient for equality but not necessary. In the quasi-static limit it is enough that neither edge of a terrace is favoured; step motion together with a nonzero $c_0$ breaks this, as shown below.

Suppose instead that all ascending edges absorb perfectly, while all descending edges have the assumed coefficient $k=10^7$ nm/s. Then $d_R$ is 0.371 nm on the slow terrace and 17.74 nm on the fast one. The left shares are

$$\frac{12.97+0.371}{25.93+0.371}=0.507,\qquad \frac{12.97+17.74}{25.93+17.74}=0.703.$$

On the slow terrace diffusion is the bottleneck, and the edge asymmetry hardly matters. On the fast terrace an atom that reaches the descending edge has a sizeable chance, $d_R/(l+d_R)\approx0.41$, of wandering back to the ascending edge before it attaches, so most atoms enter the ascending one. Step $S_A$ receives the right share of the slow terrace and the left share of the fast one:

$$v_A=1.2965\,(1-0.507+0.703)\approx1.55\ \text{nm/s}.$$

Step $S_B$ gets the remainder, 1.04 nm/s. At these widths the fast terrace, which lies ahead of $S_A$, shrinks. Here alternating diffusion does drive steps together; within the quasi-static limit it does so only in company with an edge asymmetry. The example is an illustration: in growth on real Si(001) it is usually $S_B$ that advances on $S_A$.

The result depends on what is held fixed. If the descending edges have the same length $d$ on both terraces, rather than the same $k$, and $l_s=l_f=l$, the two shares feeding $S_A$ are $(l/2)/(l+d)$ and $(l/2+d)/(l+d)$. They add to one, and equality returns.

## The edge density is the delicate condition

Let $S_A$ and $S_B$ absorb perfectly but hold different densities, $c_A=c_B+\Delta c$. Because the diffusion equation is linear, a straight-line density is added on each terrace. It carries a current $D_i\Delta c/l_i$ from $S_A$ to $S_B$. Both terraces carry it away from $S_A$, so

$$v_B-v_A=2\Omega\left(\frac{D_s}{l_s}+\frac{D_f}{l_f}\right)\Delta c .$$

For the equal terraces above, the bracket is $(3.71\times10^6+1.774\times10^8)/25.93\approx7.0\times10^6$ nm/s. A speed gap of 1% of $v=\Omega Fl$ needs

$$\Delta c=\frac{0.01\times0.339\times25.93}{2\times7.0\times10^6}\approx6.3\times10^{-9}\ \text{nm}^{-2}.$$

This is less than a thousandth of the peak density on the slow terrace. If the thermal adatom coverage is taken, as an assumption, to be $10^{-3}$ monolayer, then $c_0=10^{-3}/\Omega$. For a dilute adatom gas $c\propto e^{\mu/kT}$, so a small difference in chemical potential is $\Delta\mu=kT\,\Delta c/c_0\approx7\times10^{-8}$ eV. Rapid exchange makes the steps sensitive to tiny energy differences between them. The frozen widths are therefore a property of the model with equal edges, not a prediction that real spacings stay put.

## The small effect of step motion

Even with ideal edges, a moving step sweeps up atoms in front of it. Take $c_0=0$; a common nonzero value adds $Vc_0$ from the lower terrace and subtracts $Vc_0$ on the upper side, which cancels at each step as long as the edges absorb perfectly. In coordinates $\xi=x-Vt$ moving with the mean speed $V=\Omega F(l_s+l_f)/2$, the steady balance is

$$D\rho''+V\rho'+F=0.$$

Multiply by $\xi$ and integrate over the terrace. By parts, $\int_0^l\xi\rho''d\xi=l\rho'(l)$ and $\int_0^l\xi\rho'd\xi=-\int_0^l\rho\,d\xi$, because $\rho$ vanishes at both edges. Since $J_R=-D\rho'(l)$,

$$J_R=\frac{Fl}{2}-\frac Vl\int_0^l\rho\,d\xi\approx\frac{Fl}{2}-\frac{VFl^2}{12D}.$$

The last form uses the quasi-static density in the small term. The total remains $Fl$, so $J_L$ gains what $J_R$ loses. Adding the two currents at each step gives, to first order,

$$v_A-v_B=2\Omega FV\left(\frac{l_f^2}{12D_f}-\frac{l_s^2}{12D_s}\right).$$

The brackets contain the two capture times. The densities, irrelevant before, now enter through the atoms that the steps overrun. A time-dependent calculation with freely moving steps tested this formula for $\Omega=1$, $F=0.05$, $D_s=1$, $D_f=10$ and initial widths $l_s=1$, $l_f=1.2$. After time 3 it gave $v_A-v_B=-3.90\times10^{-4}$ on a grid of 40 intervals per terrace, where the last digit is not converged (the converged value is $-3.91\times10^{-4}$), against $-3.91\times10^{-4}$ from the formula at the final widths.

For the silicon example the relative gap is $2\times0.05\times(0.32-15.1)\times10^{-6}\approx-1.5\times10^{-6}$. Step $S_A$ is slower, but the slow terrace needs about $7.5\times10^4$ layers (10 µm) to narrow by 10%, and the drift stops at $l_s/l_f=\sqrt{D_s/D_f}$, short of pairing.

This smallness holds only for ideal edges. With a finite common $k$ the edge conditions read $J_L=k\rho(0)=D\rho'(0)+V[c_0+\rho(0)]$ and $J_R=k\rho(l)=-D\rho'(l)-V[c_0+\rho(l)]$. Keeping only the terms $Vc_0$ gives $J_L=Fl/2+Vc_0\,l/(l+2d)$ with $d=D/k$, and

$$v_A-v_B=2\Omega Vc_0\left(\frac{l_f}{l_f+2d_f}-\frac{l_s}{l_s+2d_s}\right).$$

For $k=10^7$ nm/s and $c_0=10^{-3}$ monolayer the relative gap is $2\times10^{-3}\,(0.422-0.972)\approx-1.1\times10^{-3}$. The slow terrace then narrows by 10% in about 90 layers, and this term vanishes only at $l_s/l_f=D_s/D_f$. Finite attachment, a thermal adatom density and step motion together let alternating diffusion act even when no edge is favoured.

## The model beside a real surface

The temperature, deposition rate and miscut are chosen values; the barriers and attempt rate are rough estimates. Errors in these estimates change the densities much more than the speed, which contains no $D$ in the ideal model. The assumption that adatoms form no islands is more demanding, even if $c_0$ is negligible. Take the rate of pair formation per area as $\sigma\sqrt{D_sD_f}\,\rho^2$, where $\sigma$ is a capture number and the geometric mean allows for fast motion along the rows and slow motion across them. Each pair removes two atoms, and the parabolic profile has the mean square $8\rho_{\max}^2/15$. With an assumed $\sigma=3$, the fraction of atoms on the slow terrace that join directly into pairs is $2\sigma\sqrt{D_sD_f}\,(8\rho_{\max}^2/15)/F$, about 1.4%. This is small, but it is not the whole loss if pairs are permanent. A pair can wait up to 20 s for a step to reach it, and meanwhile it captures further adatoms. With the same $\sigma$ and rate for that capture, more than half of the atoms landing on the slow terrace would end in islands. Even if only one pair in a hundred survived, the loss would be about 15%. These fractions are sensitive to the rough inputs: with a hop across the rows equal to the row spacing of 0.768 nm, the 1.4% falls to 0.2% and the 15% to about 2%. The model therefore applies only if nearly all pairs break up before they grow.

Real $S_A$ and $S_B$ edges differ in structure, and $S_B$ edges are usually rougher, so equal attachment is an idealization. Suppose an extra barrier of 0.1 eV hinders the last hop into $S_A$ from either side. The last hop is then slower by $r=e^{-0.1/0.07756}$. Matching its current to the linear profile near the edge places the extrapolated zero of density a distance $d=a(1/r-1)=1.01$ nm beyond the step. The share formula gives $v_A=\Omega Fl\,[l/(l+d)]=1.25$ nm/s and leaves 1.35 nm/s for $S_B$. Each differs from the ideal speed by nearly 4%. This gap contains no $D$: it comes from the unequal edges.

## Values computed for the example and the checks

```
Si(001) example, rough parameters
temperature: 900 K
thermal energy kT: 0.07756 eV
rough barriers fast, slow: 0.7, 1.0 eV
rough attempt rate: 1e+13 1/s
hop length: 0.3840 nm
area per atom: 0.1475 nm^2
step height: 0.1358 nm
miscut: 0.3 degrees
terrace width: 25.93 nm
deposition rate: 0.05 monolayer/s
deposition flux: 0.3390 atoms/(nm^2 s)
D slow: 3.707e+06 nm^2/s
D fast: 1.774e+08 nm^2/s
D fast / D slow: 47.9
peak density slow: 7.688e-06 1/nm^2
peak density fast: 1.606e-07 1/nm^2
mean density slow: 5.125e-06 1/nm^2
mean density fast: 1.071e-07 1/nm^2
mean capture time slow: 1.512e-05 s
mean capture time fast: 3.159e-07 s
edge current, slow terrace: 4.3957 atoms/(nm s)
edge current, fast terrace: 4.3957 atoms/(nm s)
speed of step A: 1.2965 nm/s
speed of step B: 1.2965 nm/s
common speed converted: 4.668 um/h
time to advance one terrace width: 20.00 s
unequal widths slow, fast: 15.56, 36.30 nm
speeds A, B at unequal widths: 1.2965, 1.2965 nm/s
four-terrace train widths: 10.0 20.0 30.0 16.0 nm
its step speeds: 0.750 1.250 1.150 0.650 nm/s
Illustration: strong desorption
assumed lifetime: 1e-04 s
decay lengths slow, fast: 19.25, 133.18 nm
speeds A, B: 1.2115, 1.2115 nm/s
Illustration: finite attachment at descending edges
assumed coefficient k: 1e+07 nm/s
D/k slow, fast: 0.371, 17.74 nm
speeds A, B: 1.5507, 1.0424 nm/s
Sizes of neglected effects
step motion, (v_A-v_B)/v: -1.48e-06
rough desorption barrier: 3.0 eV
desorbed fraction, slow terrace: 2.4e-09
assumed pair capture number: 3.0
atoms lost to pairs, slow, upper estimate: 1.43e-02
assumed extra barrier at step A: 0.1 eV
its length D/k: 1.010 nm
speeds A, B with it: 1.2479, 1.3452 nm/s
edge-density difference for 1% gap: 6.29e-09 1/nm^2
assumed thermal coverage: 0.001 monolayer
matching chemical-potential difference: 7.2e-08 eV
Moving-step test, round model units
v_A-v_B simulated: -3.902e-04
v_A-v_B first-order formula: -3.911e-04
```
